Intruder peaks in real-time core spectra and the projected dipole

**Question.** A molecule or atom in a Gaussian basis is given a weak, sudden electric kick. Its dipole is followed in real-time TDDFT and Fourier transformed. Near a core edge the spectrum shows a peak that belongs to no core excitation, and the peak moves when the basis is changed. Where does it come from, and what happens to it if the dipole operator is restricted to core orbitals?

**Answer.**

**The mechanism: a continuum collected into sticks**

A kick acts on all electrons. A valence electron can therefore absorb at the energy of a core edge, by going to an unbound orbital of high energy. This absorption is physical. In an unbounded space it forms a smooth background, because the unbound orbitals form a continuum.

A finite Gaussian basis has no continuum. Diagonalizing the Kohn–Sham operator in it gives a finite number of positive-energy orbitals, and each must stand for a whole range of energies. A valence transition to such an orbital a coincides with a core transition to a low virtual orbital b when

ε_a − ε_val ≈ ε_b − ε_core.

The smooth background then appears as a line in the edge window, an intruder. Its strength represents real absorption; its position and its sharpness are products of the basis.

The width of the range can be worked out for an even-tempered set, whose exponents are s α₀βʲ with j = 0, 1, 2, … Replacing s by βs turns each exponent into the next one. The basis loses its most diffuse function and gains one tight function; the rest is unchanged. Losing the diffuse function removes one low-lying diffuse orbital, so an unbound orbital built from the middle exponents nearly keeps its energy while its index drops by one. For the high p orbital of the example below the shift is about 1.6 eV, against a level spacing of about 60 eV. For such orbitals, though not for bound ones, whose energy hardly depends on s,

ε_n(βs) ≈ ε_{n+1}(s).

The orbital energy thus depends on n and s mainly through n + ln s / ln β. Differentiating with respect to n and to ln s, and comparing, gives

dε_n/dn ≈ ln β · dε_n/d ln s.

There is one stick per unit of n, so this is the energy range W_n that one stick replaces. If df/dE is the oscillator strength per unit energy of the true continuum, the stick carries

f_n ≈ (df/dE) W_n.

A better basis does not delete this strength; it divides it among more sticks. With a line broadening γ much larger than their spacing, the sum of broadened sticks approaches the true spectrum broadened by the same line shape. This is close to df/dE itself only if γ is also small compared with the energy range over which df/dE changes, and if the tails of strong lines elsewhere are negligible. With γ much smaller than the spacing, as in the example below, separate peaks remain.

**The linear response behind the signal**

I use atomic units in the derivation, a closed shell, real ground-state orbitals, an adiabatic functional without exact exchange, and positive gaps Δ_ia = ε_a − ε_i. The index i is occupied and a is virtual. Write each orbital as

ψ_i(t) = e^(−iε_i t) [φ_i + Σ_a c_ia(t) φ_a].

To first order the time-dependent Kohn–Sham equation gives

i ċ_ia = Δ_ia c_ia + δF_ia.

Set c = u + iw, with u and w real. Each spatial orbital holds two electrons, and the density change contains c + c* = 2u, so

δρ = 4 Σ_ia u_ia φ_i φ_a.

Let K_ia,jb be the Hartree plus exchange-correlation interaction between the pair densities φ_iφ_a and φ_jφ_b. Then δF = 4Ku. The real and imaginary parts of the equation of motion are

u̇ = Δw,
ẇ = −(Δ + 4K)u.

Differentiating the first and inserting the second gives

ü = −Δ(Δ + 4K)u.

This matrix is not symmetric. The substitution u = √Δ y, followed by multiplication from the left by Δ^(−1/2), makes it so:

ÿ = −Ωy, Ω = Δ² + 4√Δ K √Δ.

Let ΩF_n = ω_n²F_n with orthonormal F_n. The kick multiplies the orbitals by exp(iκD), where D is the chosen dipole operator. To first order c(0) = iκD, hence u(0) = 0 and w(0) = κD. It follows that u̇(0) = κΔD, and therefore

y(0) = 0, ẏ(0) = κ√Δ D.

Expanding in the F_n,

y(t) = κ Σ_n F_n d_n sin(ω_n t)/ω_n,
d_n = Σ_ia D_ia √Δ_ia F_ia,n.

A measured operator M changes by 2 Σ_ia M_ia (c_ia + c_ia*) = 4 Σ_ia M_ia u_ia. With m_n defined from M as d_n is from D,

δM(t) = 4κ Σ_n m_n d_n sin(ω_n t)/ω_n.

The spectrum is defined by

S(ω) = (2ω/π) Im ∫₀^∞ dt e^(iωt − γt) δM(t)/κ.

Near an isolated pole, the integral of sin(ω_n t) sin(ωt) e^(−γt) is ½γ/[(ω − ω_n)² + γ²], apart from a small term peaked at −ω_n. So S is a Lorentzian of unit area times

f_n = 4 m_n d_n,

with peak height f_n/(πγ). For M = D = z this is the usual strength 4d_n², for light polarized along z.

All occupied-virtual pairs enter Ω, and valence pairs with large gaps give poles in the core window. Nothing in the propagation distinguishes them from core poles.

**What projection changes**

Let P project onto the occupied core orbitals and Q onto the virtual orbitals. The projected dipole is

D^c = P z Q + Q z P.

It keeps the elements ⟨core|z|virtual⟩ and drops the valence ones. Moving the coordinate origin adds a constant to z, which does not alter these elements, because core and virtual orbitals are orthogonal.

Split the full amplitude into its core and valence parts, d_n = d_n^c + d_n^v. There are three choices:

no projection: 4d_n²,
kick or measurement projected: 4d_n^c d_n,
both projected: 4(d_n^c)².

The matrix Ω, and with it every pole ω_n, is the same in all three. Projection alters intensities; it does not remove valence excitations from the dynamics. The second line also shows that projecting only the kick or only the measurement gives the same linear signal, since m_n and d_n merely change places. The product can be negative. A negative peak there does not signify emission, because the kick and the measurement no longer use the same operator.

Without coupling between core and valence pairs, an intruder has d_n^c = 0 and vanishes for either choice. With coupling, take an intruder that is mainly the valence pair v, with F_v ≈ 1. The component of ΩF = ω²F along a core pair c reads, to first order,

Δ_c² F_c + 4√Δ_c K_cv √Δ_v = Δ_v² F_c.

Solving for the admixture,

F_c = 4√Δ_c K_cv √Δ_v / (Δ_v² − Δ_c²).

Multiplying by D_c√Δ_c and summing,

d^c ≈ 4√Δ_v Σ_c D_c Δ_c K_cv / (Δ_v² − Δ_c²).

The remainder is therefore of first order in the coupling if one side is projected, and of second order if both are. This is the reason for projecting both.

The core line is affected differently. There d^c is large and d^v is the small borrowed part. Double projection changes its strength by

4(d^c)² − 4(d^c + d^v)² = −8d^c d^v − 4(d^v)²,

which is of first order. Projection thus discards the interference between the core and valence amplitudes, together with the true valence background. In a finite basis this interference is itself partly an artifact. The amplitude that the core line borrows from a valence pair contains the factor 1/(Δ_c² − Δ_v²), so it grows as a valence stick approaches the core line and changes sign when the stick passes it.

**When the two lines meet**

The perturbation formula fails when Δ_v approaches Δ_c. Keep one pair of each kind and let their diagonal elements of Ω be equal. The off-diagonal element is g = 4√Δ_c K_cv √Δ_v, and the eigenvalues are the common diagonal element plus or minus |g|. Each eigenvector is half core and half valence. With both sides projected, each line has strength

4(D_c√Δ_c)²/2.

The intruder now carries half of the core strength, and projection cannot suppress it. The squared frequencies differ by 2|g|. For Δ_c ≈ Δ_v ≈ ω this gives a splitting of about |g|/ω ≈ 4|K_cv|. If this is well below γ, the two halves merge into one line, and their sum 4D_c²Δ_c is what the core pair alone would have given. If it is resolved, the splitting is a basis artifact that survives projection. The equal halves and the value 4|K_cv| hold for two pairs only; further core pairs modify both. In the beryllium example below the crossing occurs near s = 1.384. There the splitting is 0.28 eV against 4|K_cv| = 0.32 eV, and the doubly projected strengths are 0.072 and 0.050. Their sum, 0.121, is close to the strength of the core line in the core-only response, not to the value 0.151 of the bare pair.

The pole itself can be removed by using a smaller response space, with valence pairs omitted from Ω. That is a different approximation: it also removes the influence of the valence response on the core line.

**A beryllium atom**

The example is a nonrelativistic beryllium atom in exchange-only LDA. It leaves out correlation and relativity, and does not correct for self-interaction or treat core-hole relaxation explicitly, so the edge position is not a prediction for experiment. The basis has 14 s and 14 p even-tempered Gaussians; the p set has β = 1.8 and a common scale s.

The 1s, 2s and 2p orbital energies are −103.21, −4.63 and −1.24 eV. The last digit of the core values is not converged: a larger s set lowers the 1s energy by 0.01 eV, raises the core line by the same amount, and changes the intruder strength given below from 0.0598 to 0.0594. The 1s→2p gap is 103.21 − 1.24 = 101.97 eV. A virtual p orbital gives a coincident 2s transition if its energy is

101.97 − 4.63 = 97.34 eV.

Changing s moves one high p orbital through this value:

s = 1.000: 2s gap 73.90 eV, 1s→2p gap 101.96 eV
s = 1.216: 2s gap 90.24 eV, 1s→2p gap 101.96 eV
s = 1.480: 2s gap 110.40 eV, 1s→2p gap 101.97 eV
s = 1.985: 2s gap 149.81 eV, 1s→2p gap 101.97 eV

Over the whole scan the valence gap moves by 76 eV and the core gap by about 0.01 eV. The bound 2p orbital is already well described, whereas the high orbital follows the exponents.

At s = 1.216 the intruder lies below the core line, as a false pre-edge peak. The neighbouring scan points, at s = 1.103 and 1.342, have gaps of 81.64 and 99.79 eV. They are two sixths of ln β apart, so the range replaced by the stick is

W ≈ 3 × (99.79 − 81.64) ≈ 54 eV.

A separate calculation on a fine radial grid in a large box supplied df/dE. Across the scan the uncoupled stick strength is between 0.93 and 1.03 times (df/dE) W_n, with df/dE taken at the energy of the stick. The test required agreement only within a factor of two, since one orbital replaces such a wide range; the agreement found is much closer.

**The coupled spectrum**

The real-time calculation keeps orbitals below 12 hartree. Coupling puts the intruder at 89.37 eV and the core line at 102.14 eV. Their strengths are

intruder: 0.0598 unprojected, −0.0044 with one side projected, 0.0003 with both,
core line: 0.1229, 0.1216 and 0.1203.

Before projection the intruder has about half the strength of the core line. Spread over its range, it would be a background of roughly 0.0598/54 ≈ 0.0011 eV⁻¹. With the half-width γ = 0.816 eV it instead gives a peak of about

0.0598/(π × 0.816) ≈ 0.023 eV⁻¹,

some twenty times higher. The propagated spectrum has 0.0245 eV⁻¹ at this energy; the difference comes from the tails of other lines and the finite propagation time.

The remainders follow from the amplitudes. Unprojected, d = √(0.0598/4) ≈ 0.122 atomic units, and the core part is d^c = −0.0090. Hence

d^c/d ≈ −0.074,
(d^c/d)² ≈ 0.0054.

One-sided projection leaves an inverted peak with 7.4% of the original strength, and two-sided projection leaves 0.54%. The first-order formula gives d^c = −0.0104, about 16% too large in magnitude relative to the full value. When a weak coupling is doubled, the two remainders grow by factors of 1.995 and 3.987, close to the expected 2 and 4.

The intruder has a valence weight of 0.9997, so its core components have a norm of only about √0.0003 ≈ 0.017. They still contribute 7% of the dipole amplitude, for two reasons: several core pairs contribute with the same sign, and most of them have a larger D√Δ than the main valence pair.

At the intruder energy the doubly projected spectrum is 0.0005 eV⁻¹, or 2% of the unprojected value. This exceeds 0.54% because tails of other lines remain. The core line loses 2.2% of its strength because its borrowed valence amplitude is dropped; this figure belongs to the present basis, since it depends on where the valence sticks lie. In the response restricted to core pairs, the lowest pole is the core line itself, at 102.14 eV, and the intruder pole is absent. Here the valence response shifts the core line by less than the printed 0.01 eV resolution.

These results do not rest on linear response alone. The nonlinear propagation was tested against the pole formula for all three choices, and the largest deviation is 0.02% of the largest predicted signal. Kick-only and measurement-only projection agree within 0.005% of the largest signal.

**A molecule in standard bases**

For LiH with a bond length of 1.6 Å, the same functional gives a lithium core window starting near 47 eV. Counting uncoupled valence transitions stronger than 0.001 in the first 30 eV gives one in def2-SVP, one in def2-TZVPP and five in def2-QZVPP. The five include two degenerate pairs, so they form three distinct lines. The share of all valence transitions in the total strength of the window is

def2-SVP: 0.0540/(0.0540 + 0.9358) = 5.5%,
def2-TZVPP: 0.0162/(0.0162 + 0.9409) = 1.7%,
def2-QZVPP: 0.0219/(0.0219 + 0.6788) = 3.1%.

The intruders are therefore not peculiar to the even-tempered atomic basis, and the largest of these bases has the most. The share does not fall steadily, so it should not be used as a measure of basis convergence. Counts and shares also depend on the window: with 25 eV, def2-QZVPP has three such transitions and a share of 2.0%, and its core strength rises from 0.67 to 0.78 between 25 and 35 eV because the core continuum is itself collected into sticks. Not every basis has a valence line here; aug-cc-pVTZ has none in this window.

In practice, a suspicious peak can be examined by changing the basis and by comparing the full and doubly projected spectra. A line that moves with the basis and nearly vanishes under projection has the signature of a valence intruder. An intruder very close to a core line can fail this test, because it then carries core strength of its own. The projected spectrum shows the core channel; total absorption still needs the valence continuum, represented as a smooth background. The numerical output gives the full scan and the remaining values.

Computed results

```
s exponents: 14, 0.030 to 848 bohr^-2, ratio 2.2
p exponents at scale 1: 14, from 0.02 bohr^-2, ratio 1.8
Be orbital energies 1s, 2s, 2p: -103.21, -4.63, -1.24 eV
scale | 2s->high p gap (eV) | 1s->2p gap (eV) | stick/continuum slice
1.000 | 73.90 | 101.963 | 1.03
1.103 | 81.64 | 101.963 | 1.03
1.216 | 90.24 | 101.964 | 1.02
1.342 | 99.79 | 101.964 | 1.02
1.480 | 110.40 | 101.965 | 1.01
1.632 | 122.19 | 101.967 | 1.00
1.800 | 135.27 | 101.969 | 0.97
1.985 | 149.81 | 101.972 | 0.93
chosen scale: 1.216
energy of the high p orbital: 85.61 eV
sum of z strengths, full p set (4 electrons): 4.000
active orbitals: 16, of these p: 9, cutoff 12 hartree
intruder energy, coupled response: 89.37 eV
core line energy, coupled response: 102.14 eV
valence weight of the intruder: 0.9997
intruder strength, no projection: 0.05979
intruder strength, one side projected: -0.00440
intruder strength, both sides projected: 0.00032
core line strength, no projection: 0.12291
core line strength, one side projected: 0.12158
core line strength, both sides projected: 0.12026
intruder remainder, one side: -7.36 %
intruder remainder, both sides: 0.54 %
doubling weak coupling multiplies remainder: one side 1.995, both 3.987
core amplitude in intruder: first order -0.0104, full -0.0090 a.u.
core-only response: line 102.14 eV, strength 0.12048
lowest pole of core-only response: 102.14 eV
kick 0.001 bohr^-1, step 0.05 a.u., total time 160 a.u.
damping half-width: 0.816 eV
real-time spectrum, projection none: at intruder 0.02445, at core line 0.05158 eV^-1
  largest trace deviation from pole formula: 0.0010 %
real-time spectrum, projection kick only: at intruder -0.00134, at core line 0.04984 eV^-1
  largest trace deviation from pole formula: 0.0177 %
real-time spectrum, projection both: at intruder 0.00049, at core line 0.04932 eV^-1
  largest trace deviation from pole formula: 0.0179 %
kick-only versus measurement-only deviation: 0.0047 %
LiH, 1.6 angstrom, window from Li 1s->LUMO gap to 30 eV above:
def2-svp: 14 functions, start 46.81 eV, valence lines (f>0.001) 1, strength val 0.0540, core 0.9358
def2-tzvpp: 33 functions, start 47.40 eV, valence lines (f>0.001) 1, strength val 0.0162, core 0.9409
def2-qzvpp: 65 functions, start 47.30 eV, valence lines (f>0.001) 5, strength val 0.0219, core 0.6788
```
